# Born Effective Charge of the Rice-Mele Chain near Gap Closing

## The problem

A chain has cells of fixed length $a$. In cell $R$, site A lies at $Ra$ and site B at $Ra+x_B$, with $x_B=a/2+u$. The displacement $u$ is the same in every cell. Each site has one orbital, with energy $+\Delta$ on A and $-\Delta$ on B. The hopping matrix element is $-t_1$ between A and B of the same cell, and $-t_2$ between B and the A site to its right, where

$$t_1=t-gu,\qquad t_2=t+gu,\qquad t,g>0,\quad |gu|<t .$$

A bond that becomes shorter thus becomes stronger. Each cell holds two electrons of opposite spin, and each site carries a core of charge $+1$. The electrons do not interact, the macroscopic electric field is zero, and the position operator $x$ is diagonal in the site orbitals, with the site positions as its values. Hartree atomic units are used, so charges are in units of $e$.

The Born effective charge of B is $Z^*=dp/du$, where $p$ is the dipole moment per cell. A rigid shift of the whole neutral chain leaves $p$ unchanged, so the charge of A is $-Z^*$.

1. Find $Z^*$ by linear response.
2. Find it from differences of Berry phases, and show that the two routes agree.
3. Determine how $Z^*$ behaves as the gap closes. Does the answer depend on how the gap is closed?

## A first estimate by scaling

Take $u=0$ and $0<\Delta\ll t$. At the zone boundary $k=\pi/a$ the two hopping paths from A to B interfere destructively, leaving a coupling of size $|t_1-t_2|=2g|u|$. The two levels there are $\pm\Delta$ at $u=0$, so the gap is $2\Delta$. Three factors determine how far a small $u$ moves the electrons.

- The conduction state is mixed into the valence state with amplitude coupling/gap $\sim gu/\Delta$.
- The position matrix element between the two states is a velocity divided by the gap. The velocity scale is $at$, which gives $at/\Delta$.
- At a distance $q$ from the zone boundary the band energy is about $\sqrt{\Delta^2+(atq)^2}$. The energy denominators stay small for $|q|\lesssim\Delta/(at)$, a fraction $\sim\Delta/t$ of the zone.

The product is an electron shift of order

$$\frac{gu}{\Delta}\cdot\frac{at}{\Delta}\cdot\frac{\Delta}{t}=\frac{agu}{\Delta}
\quad\Longrightarrow\quad |Z^*|\sim\frac{ag}{\Delta}.$$

The mean hopping $t$ has dropped out: a larger $t$ increases the velocity but narrows the active region equally.

The sign follows from the limit $\Delta\gg t$, where the electrons sit mostly on B. Perturbation theory gives them a weight $t_1^2/(2\Delta)^2$ on the left neighbour and $t_2^2/(2\Delta)^2$ on the right one. With the neighbours kept at distance $a/2$, so that only the effect of the changed hopping is counted, the shift per electron is

$$\frac a2\,\frac{t_2^2-t_1^2}{4\Delta^2}=\frac a2\,\frac{4tgu}{4\Delta^2}=\frac{atgu}{2\Delta^2}.$$

It is positive for $u>0$, and electrons are negative, so this contribution to $Z^*$ is negative.

The estimate suggests a divergence as the inverse gap. It leaves the numerical factor open, and it assumes that the two matrix elements combine with a favourable phase. The exact solution must check that assumption.

## Exact solution

### Bands and gap

Write the Bloch amplitude on a site at position $x$ as $e^{ikx}$ times a two-component vector. The Bloch Hamiltonian is then $H(k)=e^{-ikx}He^{ikx}$. From A, the two neighbouring B sites lie at distances $a/2+u$ and $u-a/2$. With $\theta=ka/2$,

$$H_{AB}=-t_1e^{ik(a/2+u)}-t_2e^{ik(u-a/2)}=e^{iku}F,$$

$$F=-(t_1+t_2)\cos\theta-i(t_1-t_2)\sin\theta=-2t\cos\theta+2igu\sin\theta .$$

The factor $e^{iku}$ can be separated. Let $W=\mathrm{diag}(1,e^{-iku})$; then $H=WhW^\dagger$, where $h$ has diagonal elements $\pm\Delta$ and off-diagonal element $h_{AB}=F$. The energies are $\pm E$ with

$$E^2=\Delta^2+4t^2\cos^2\theta+4g^2u^2\sin^2\theta
=\Delta^2+4g^2u^2+4(t^2-g^2u^2)\cos^2\theta .$$

Because $|gu|<t$, the minimum is at $\cos\theta=0$, and the gap is

$$E_g=2\sqrt{\Delta^2+4g^2u^2}.$$

It closes at one point, $\Delta=u=0$, which can be approached from different directions in the plane $(\Delta,2gu)$.

### Linear response

Let $v$ and $c$ be the filled and empty eigenvectors. Moving B has three effects on the dipole. The core contributes $+1$. The B orbital carries its electrons along, which contributes $-2\langle n_B\rangle$, where $n_B(k)$ is the weight of $v$ on B and $\langle\cdot\rangle$ is the zone average. Finally, the changed hopping alters the electronic state. In this last part $\partial_uH$ acts on the hopping amplitudes but not on the phases, since the motion of the orbital has already been counted.

The perturbation keeps $k$, so the first-order state is

$$|\delta v\rangle=|c\rangle\frac{\langle c|\partial_uH|v\rangle}{E_v-E_c}\,u' ,$$

where $u'$ is the small additional displacement. A component along $v$ would be a phase and would not change the density matrix. The position matrix element follows from $\partial_kH=-i[x,H]$, which is the derivative of $e^{-ikx}He^{ikx}$. Taking it between $v$ and $c$ gives

$$(E_c-E_v)\langle v|x|c\rangle=i\langle v|\partial_kH|c\rangle .$$

The shift per electron and per unit displacement is therefore

$$S(k)=2\,\mathrm{Re}\frac{\langle v|x|c\rangle\langle c|\partial_uH|v\rangle}{E_v-E_c}
=\frac{2\,\mathrm{Im}\left[\langle v|\partial_kH|c\rangle\langle c|\partial_uH|v\rangle\right]}{(E_c-E_v)^2}.$$

The last step uses $\mathrm{Re}(-iM)=\mathrm{Im}\,M$. Altogether

$$Z^*=1-2\langle n_B\rangle-2\langle S\rangle .$$

In density functional perturbation theory, $\partial_uH$ would also contain the self-consistent change of the Hartree and exchange-correlation potentials. Here the electrons do not interact, and one evaluation suffices.

To separate the phase $e^{iku}$ from $S$, use $W^\dagger\partial_kW=-iuP_B$, where $P_B$ projects on B. This gives

$$W^\dagger(\partial_kH)W=\partial_kh-iu[P_B,h].$$

From here on $v$ and $c$ denote eigenvectors of $h$. Since $\langle v|[P_B,h]|c\rangle=(E_c-E_v)\langle v|P_B|c\rangle$, the second term contributes to $S$

$$-2u\,\frac{\mathrm{Re}[\langle v|P_B|c\rangle\langle c|\partial_uh|v\rangle]}{E_c-E_v}=u\,\partial_un_B ,$$

which is $u$ times the first-order change of the weight on B. Hence

$$S=\Omega+u\,\partial_un_B,\qquad
\Omega=\frac{2\,\mathrm{Im}[\langle v|\partial_kh|c\rangle\langle c|\partial_uh|v\rangle]}{4E^2}.$$

### The Berry-phase route

The Wannier function of the filled band has amplitude $w(x)=(a/2\pi)\int dk\,e^{ikx}u_j(k)$ on a site of type $j$ at $x$. Here $u_j$ is a component of the filled eigenvector $|u_k\rangle$ of $H(k)$. Multiplication by $x$ can be written as $-i\partial_k$ acting on $e^{ikx}$. An integration by parts moves the derivative to $u_j$; the boundary terms cancel because $e^{ikx}u_j$ is chosen periodic in $k$. Parseval's theorem then gives the centre of the function:

$$X=\sum_x x|w(x)|^2=\frac{a}{2\pi}\int_0^{2\pi/a}dk\;i\langle u_k|\partial_ku_k\rangle=\frac{a\varphi}{2\pi}.$$

The Berry phase $\varphi$ is defined modulo $2\pi$, so $X$ is defined modulo $a$. With two electrons per cell,

$$p=x_B-2X ,$$

which is defined modulo $2a$. Differences along a continuous path are unambiguous.

To differentiate, write $|u_k\rangle=W|v\rangle$. Then $i\langle u_k|\partial_ku_k\rangle=i\langle v|\partial_kv\rangle+u\,n_B$. The $u$-derivative of the first term, after an integration by parts in $k$, has the integrand

$$i\left(\langle\partial_uv|\partial_kv\rangle-\langle\partial_kv|\partial_uv\rangle\right)=-2\,\mathrm{Im}\langle\partial_uv|\partial_kv\rangle .$$

Insert $|v\rangle\langle v|+|c\rangle\langle c|=1$. The $v$ term is a product of two imaginary numbers, hence real, and drops out. For the $c$ term, $\langle c|\partial v\rangle=\langle c|\partial h|v\rangle/(E_v-E_c)$ for either derivative, so the integrand is

$$-\frac{2\,\mathrm{Im}[\langle v|\partial_uh|c\rangle\langle c|\partial_kh|v\rangle]}{4E^2}=\Omega .$$

The sign changes because the bracket is the complex conjugate of the one in $\Omega$. Therefore

$$\frac{dX}{du}=\langle\Omega\rangle+\langle n_B\rangle+u\langle\partial_un_B\rangle ,$$

and $1-2\,dX/du$ is the linear-response result. The two routes agree for every $u$ at which the gap is open.

On a mesh $k_j$ with $N$ points, the Berry phase is

$$\varphi=-\mathrm{Im}\ln\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle,\qquad
|u_N\rangle=\mathrm{diag}(1,e^{-2\pi ix_B/a})|u_0\rangle .$$

The closing phase is what keeps $e^{ikx}u_j$ periodic. The charge is then approximated by $[p(u+h)-p(u-h)]/(2h)$, with the phase difference taken between $-\pi$ and $\pi$ for a small step $h$.

### Evaluation

In Pauli matrices, $h=d_x\sigma_x+d_y\sigma_y+\Delta\sigma_z$ and $h_{AB}=d_x-id_y$. Comparison with $F$ gives $d_x=-2t\cos\theta$ and $d_y=-2gu\sin\theta$. Since $d\theta/dk=a/2$,

$$\partial_kh=at\sin\theta\,\sigma_x-agu\cos\theta\,\sigma_y,\qquad
\partial_uh=-2g\sin\theta\,\sigma_y .$$

For two Pauli matrices, completeness gives

$$\langle v|\sigma_i|c\rangle\langle c|\sigma_j|v\rangle=\langle v|\sigma_i\sigma_j|v\rangle-\langle v|\sigma_i|v\rangle\langle v|\sigma_j|v\rangle .$$

The last product is real. The pair $\sigma_y\sigma_y=1$ has no imaginary part, while $\sigma_x\sigma_y=i\sigma_z$ contributes $\langle v|\sigma_z|v\rangle=-\Delta/E$. Thus

$$\Omega=\frac{2(at\sin\theta)(-2g\sin\theta)(-\Delta/E)}{4E^2}=\frac{atg\Delta\sin^2\theta}{E^3}.$$

For $\Delta\gg t$ its zone average is $atg/(2\Delta^2)$, which is the shift found by perturbation theory above.

The weight on B is $n_B=\frac12(1+\Delta/E)$. From $\partial_uE=4g^2u\sin^2\theta/E$ follows

$$\partial_un_B=-\frac{\Delta}{2E^2}\,\partial_uE=-\frac{2g^2u\Delta\sin^2\theta}{E^3}.$$

Define $I=\langle1/E\rangle$ and $J=\langle\sin^2\theta/E^3\rangle$. Collecting the terms,

$$Z^*=1-(1+\Delta I)-2atg\Delta J+4g^2u^2\Delta J,$$

$$\boxed{Z^*=-\Delta I-2g\Delta\,(at-2gu^2)\,J}$$

The first term is the static charge: the core plus the electrons carried by the B orbital. The second comes from the altered hopping. For $\Delta\to\infty$ the result tends to $-1$, a core of charge $+1$ with an electron pair on it.

The averages are complete elliptic integrals. Set $D^2=\Delta^2+4t^2$ and $m=4(t^2-g^2u^2)/D^2$, so that $E^2=D^2s$ with $s=1-m\sin^2\theta$. Let $K(m)$ and $\mathcal E(m)$ be the integrals of $s^{-1/2}$ and $s^{1/2}$ from $0$ to $\pi/2$. Direct differentiation gives

$$m\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{\sqrt s}=\frac{m-2m\sin^2\theta+m^2\sin^4\theta}{s^{3/2}}=\frac{s^2-(1-m)}{s^{3/2}} .$$

The left side integrates to zero, so $\int s^{-3/2}d\theta=\mathcal E/(1-m)$. With $\sin^2\theta=(1-s)/m$,

$$I=\frac{2K}{\pi D},\qquad J=\frac{2}{\pi D^3}\,\frac{\mathcal E-(1-m)K}{m(1-m)} .$$

### Closing the gap

Near the zone boundary put $k=\pi/a+q$. Then $\cos^2\theta\approx(aq/2)^2$, $\sin^2\theta\approx1$, and, for $g|u|\ll t$, $E^2\approx E_g^2/4+(atq)^2$. Substituting $y=atq$,

$$J\approx\frac{a}{2\pi}\,\frac1{at}\int_{-\infty}^{\infty}\frac{dy}{(E_g^2/4+y^2)^{3/2}}=\frac{1}{2\pi t}\cdot\frac{8}{E_g^2}=\frac{4}{\pi tE_g^2}.$$

The limits may be taken to infinity because the integrand falls as $|y|^{-3}$. In $I$ the integrand falls as $1/|y|$, so $I$ grows as $\ln(t/E_g)$, and $\Delta I$ vanishes because $|\Delta|\le E_g/2$. Since $gu^2\ll at$ as well, the leading behaviour of the hopping term is

$$Z^*\approx-\frac{8ag\Delta}{\pi E_g^2}.$$

The direction of approach now matters. On a straight path $\Delta=(E_g/2)\cos\chi$, $2gu=(E_g/2)\sin\chi$,

$$Z^*\approx-\frac{4ag}{\pi}\,\frac{\cos\chi}{E_g}.$$

At $u=0$ and $\Delta>0$ this is $-2ag/(\pi\Delta)$. The charge diverges on every straight path with $\cos\chi\neq0$. On the line $\Delta=0$, $u\ne0$, the boxed formula gives $Z^*=0$ however small the gap is. A curved path with $\Delta=CE_g^2$ leads to the finite limit $-8agC/\pi$. Gap closing alone is therefore not sufficient for a divergence.

The zero has a simple reason. For $\Delta=0$ the chain has inversion symmetry about its bond midpoints, so the centre $X$ of the electron pair is pinned to one of them, up to a lattice vector. Each midpoint moves by $u/2$ when B moves by $u$. Two electrons then contribute $-1$, which cancels the core's $+1$.

### The dipole behind the divergence

Integrating the leading form over $u$ at fixed $\Delta>0$ gives, close to the gapless point,

$$p(u)\approx p(0)-\frac a\pi\arctan\frac{2gu}{\Delta}.$$

The slope at $u=0$ diverges as $\Delta\to0$, but within this form the dipole changes by less than $a/2$ on either side. The divergence is thus a narrowing of the linear range, $|u|\ll\Delta/(2g)$. In the limit the slope turns into a step of height $-a$ at $u=0$, with zero slope elsewhere. This reconciles the divergence at $u=0$ with the zero charge on the line $\Delta=0$.

A Berry-phase difference with step $h$ returns

$$\frac{p(h)-p(-h)}{2h}\approx-\frac{a}{\pi h}\arctan\frac{2gh}{\Delta},$$

so it approaches $Z^*$ when $h\ll\Delta/(2g)$. The formula requires that the phase difference, about $2\arctan(2gh/\Delta)+2\pi h/a$, stays below $\pi$. Beyond that, taking it between $-\pi$ and $\pi$ selects the wrong branch and adds $a/h$ to the result, which reverses its sign, because the arctangent term is smaller than $a/(2h)$ in size. The static treatment also requires the vibration frequency to be small compared with the gap, since a finite frequency would enter the energy denominators beside $E_c-E_v$. The smallest gap used below, $0.004$ hartree or about 880 cm$^{-1}$, is of the order of an optical phonon frequency, so the static values at that gap illustrate the limit of the model and do not describe the response to an actual vibration.

On a small closed loop around the gapless point $\Delta$ varies as well, so the dependence of $p(0)$ on $\Delta$ is needed. At $u=0$ the sites are inversion centres, so $X$ is pinned and $p(0)$ stays constant as long as $\Delta$ keeps its sign. The arctangent form, which follows from the same integration for $\Delta<0$, then describes each half of the loop. On the half with $\Delta>0$, run with $u$ rising from one crossing of the line $\Delta=0$ to the other, $\arctan(2gu/\Delta)$ goes from $-\pi/2$ to $\pi/2$ and $p$ changes by $-a$. On the half with $\Delta<0$, $u$ falls, the arctangent again goes from $-\pi/2$ to $\pi/2$, and the change is again $-a$. The total is $-2a$: one electron pair is moved by one cell.

## Comparison of estimate and solution

Take the round model parameters $a=6$ bohr, $t=0.1$ hartree and $g=0.05$ hartree/bohr. For $\Delta=0.05$ hartree and $u=0$, the gap is $0.1$ hartree. The scaling estimate is

$$\frac{ag}{\Delta}=\frac{6\times0.05}{0.05}=6 .$$

The exact parts are $-0.437$ (static) and $-3.553$ (hopping), which add to

$$Z^*=-3.990\,e .$$

The Berry difference gives the same value. So does a calculation that uses neither formula, the dipole of finite open chains of 40 and 60 cells, whose difference removes the contribution of the ends. Moving A instead of B gives $+3.990$.

Lowering $\Delta$ at $u=0$ gives:

| $\Delta$ (hartree) | $ag/\Delta$ | $-Z^*$ | $2ag/(\pi\Delta)$ |
|---|---|---|---|
| 0.100 | 3 | 2.195 | 1.910 |
| 0.050 | 6 | 3.990 | 3.820 |
| 0.010 | 30 | 19.15 | 19.10 |
| 0.002 | 150 | 95.50 | 95.49 |

The scaling estimate has the correct power of $\Delta$ and is too large by a factor that tends to $\pi/2$. At $\Delta=0.002$ hartree the static part is $-0.038$. With $g=0$ this is the whole charge, which confirms that the hopping response causes the divergence.

The estimate fails if $\Delta$ is simply replaced by half the gap. For $\Delta=0$ and $u=0.02$ bohr the gap is also $0.004$ hartree, yet the computed charge is zero. For $\Delta=0$ completeness gives $|\langle c|\sigma_y|v\rangle|=|d_x|/E$ and $|\langle v|\sigma_x|c\rangle|=|d_y|/E$. The first vanishes at the zone boundary itself, and both are of order one for $|q|\sim E_g/(at)$. The imaginary part of their product, however, is $-\Delta/E$ and vanishes at every $k$. On the path $\chi=60^\circ$, the same gap gives $Z^*=-47.75$, half the value at $u=0$, as $\cos\chi=1/2$ requires.

The finite step can be checked in the same way. For $\Delta=0.002$ hartree the linear range is set by $\Delta/(2g)=0.02$ bohr. A step $h=0.05$ bohr has $2gh/\Delta=2.5$, and the arctangent law predicts

$$-\frac{6}{\pi\times0.05}\arctan2.5=-45.47 .$$

The Berry difference with this step is $-45.48$, less than half the true magnitude of $95.50$. Finally, a loop of radius $0.05$ hartree in the plane $(\Delta,2gu)$ changes the dipole by $-12$ $e\,$bohr, which is $-2a$. The numerical check covers these comparisons, and also a distorted chain with both $\Delta$ and $u$ nonzero.

## Calculated quantities

```
a = 6.0 bohr, t = 0.10 hartree, g = 0.05 hartree/bohr
Example: Delta = 0.05 hartree, u = 0 bohr
  gap = 0.1000 hartree
  static part of Z* = -0.43700 e
  hopping part of Z* = -3.55301 e
  Z* linear response = -3.99001 e
  Z* closed form = -3.99001 e
  Z* Berry difference = -3.99001 e
  Z* open chain, B moved = -3.99000 e
  Z* open chain, A moved = 3.99000 e
Scan at u = 0: Delta, gap (hartree); static, Z* response,
  Z* Berry, limit law -2ag/(pi Delta) (e); ratio Z*/law
  0.100 0.200 -0.64264 -2.1951 -2.1951 -1.9099 1.14935
  0.050 0.100 -0.43700 -3.9900 -3.9900 -3.8197 1.04458
  0.020 0.040 -0.23442 -9.6319 -9.6319 -9.5493 1.00865
  0.010 0.020 -0.13942 -19.1454 -19.1454 -19.0986 1.00245
  0.005 0.010 -0.08076 -38.2233 -38.2233 -38.1972 1.00068
  0.002 0.004 -0.03814 -95.5049 -95.5049 -95.4930 1.00012
g = 0, Delta = 0.002 hartree: Z* = -0.03814 e
Distorted: Delta = 0.05 hartree, u = 0.3 bohr
  gap = 0.11662 hartree, Z* response = -2.96186 e, Berry = -2.96186 e
Path Delta = 0: u (bohr), gap (hartree), |Z*| response, |Z*| Berry (e)
  0.50 0.1000 0.000000 0.0000
  0.10 0.0200 0.000000 0.0000
  0.02 0.0040 0.000000 0.0000
Slanted path (60 deg): gap (hartree), Z*, law -8ag Delta/(pi gap^2) (e)
  0.040 -4.8099 -4.7746
  0.010 -19.1102 -19.0986
  0.004 -47.7518 -47.7465
Large step: Delta = 0.002 hartree, h = 0.05 bohr, Delta/(2g) = 0.02 bohr
  Berry difference = -45.476 e, arctan law = -45.466 e, true Z* = -95.505 e
Loop of radius 0.05 hartree in (Delta, 2gu): dipole change = -12.0000 e bohr
```
